# Surface Dopant Density Under Simultaneous Implantation and Sputtering: a program that tests the result

```python
"""Surface dopant limit under simultaneous implantation and sputtering.

Result under test: if each ion removes Y atoms from a target of density N,
the dilute moving-surface model gives a surface dopant density that rises
to N/Y when the range R is much larger than the straggle s.
Symbols: J ion flux, v = Y*J/N recession speed, x depth below the moving
surface, f(x) stopping-depth density, c(x,t) dopant density.
Units: nm and s. The history integral adds up the dopant left in a fixed
slice of material; the closed formula is compared with it. A separate
atom-by-atom simulation tests the limit at finite dopant concentration.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf
from scipy.stats import gamma, norm

N, Y, R, s, J = 50.0, 5, 40.0, 8.0, 0.1
v = Y * J / N
ceiling = N / Y
PER_NM3_TO_PER_CM3 = 1e21
PER_NM2_TO_PER_CM2 = 1e14


def history(x, t, density, flux=J, sputter_yield=Y, peak=R):
    """Sum the dopant received by the slice now at depth x."""
    speed = sputter_yield * flux / N
    peak_time = t - (peak - x) / speed
    breaks = [peak_time] if 0 < peak_time < t else None
    value, _ = quad(lambda tp: flux * density(x + speed * (t - tp)),
                    0, t, points=breaks, limit=300,
                    epsabs=1e-11, epsrel=1e-10)
    return value


def gaussian(depth):
    return np.exp(-0.5 * ((depth - R) / s)**2) / (s * np.sqrt(2 * np.pi))


def formula(x, t):
    root = np.sqrt(2) * s
    return N / (2 * Y) * (erf((x + v * t - R) / root) - erf((x - R) / root))


# Closed profile against the implantation history, at all stages.
for t in (1000.0, 4000.0, 6000.0, 12000.0):
    for x in (0.0, 15.0, 40.0, 55.0):
        assert abs(history(x, t, gaussian) - formula(x, t)) < 1e-7

# Monotonic rise and ceiling, from the history alone.
times = np.array([1000., 2000., 3000., 4000., 5000., 6000., 8000., 12000.])
surface = np.array([history(0, t, gaussian) for t in times])
assert np.all(np.diff(surface) > 0)
assert np.all(surface < ceiling)
eta = 0.5 * (1 + erf(R / (np.sqrt(2) * s)))
assert abs(surface[-1] - eta * ceiling) < 1e-7

# Flux does not set the limit; yield does.
double_flux = history(0, 12000, gaussian, flux=2 * J)
double_yield = history(0, 12000, gaussian, sputter_yield=2 * Y)
assert abs(double_flux - N / Y) < 1e-4
assert abs(double_yield - N / (2 * Y)) < 1e-4

# A skewed profile wholly inside the target has the same limit.
skewed = gamma(a=(R / s)**2, scale=s**2 / R)
skewed_limit = history(0, 20000, skewed.pdf)
assert abs(skewed_limit - ceiling) < 1e-6

# A range equal to the straggle loses part of the Gaussian outside.
shallow = norm(loc=s, scale=s)
shallow_limit = history(0, 12000, shallow.pdf, peak=s)
shallow_eta = 0.5 * (1 + erf(1 / np.sqrt(2)))
assert abs(shallow_limit / ceiling - shallow_eta) < 1e-7
assert shallow_limit < 0.9 * ceiling

# Fluences at 50 and 99 percent of the ceiling, by root finding.
t50, t99 = [brentq(lambda t: history(0, t, gaussian) - p * ceiling,
                   1000, 10000) for p in (0.50, 0.99)]
assert abs(J * t50 - N * R / Y) < 0.01
assert abs(v * t99 - (R + norm.ppf(0.99) * s)) < 0.01

# Dopant balance during the approach, then the saturated retained dose.
t_balance = 6000.0
retained = quad(lambda x: formula(x, t_balance), 0, R + 12 * s,
                epsabs=1e-9, limit=300)[0]
lost = quad(lambda t: v * formula(0, t), 0, t_balance,
            epsabs=1e-9, limit=300)[0]
entered = eta * J * t_balance
assert abs(retained + lost - entered) < 1e-5
saturated = quad(lambda x: history(x, 20000, gaussian), 0, R + 10 * s,
                 epsabs=1e-7, limit=200)[0]
assert abs(saturated - N * R / Y) < 1e-3

# Atom-by-atom column of area 1 nm^2; the surface is the end of the array.
# Each ion inserts one dopant (1) among hosts (0), then Y top atoms leave.
rng = np.random.default_rng(12345)
ions, settling, interval = 200000, 3000, 200
column = bytearray((Y - 1) * ions + 10000)
places = np.maximum(0, rng.normal(R, s, ions) * N).astype(int).tolist()
top_share, range_share = [], []
middle, half_window = int(R * N), 50
for number, place in enumerate(places):
    column.insert(len(column) - place, 1)
    del column[-Y:]
    if number >= settling and number % interval == 0:
        near = np.frombuffer(bytes(column[-4000:]), dtype=np.uint8)[::-1]
        top_share.append(near[:2 * half_window].mean())
        range_share.append(
            near[middle - half_window:middle + half_window].mean())
top_mean, range_mean = np.mean(top_share), np.mean(range_share)
top_error = np.std(top_share, ddof=1) / np.sqrt(len(top_share))
range_error = np.std(range_share, ddof=1) / np.sqrt(len(range_share))
finite_middle = 0.5 / (Y - 1 + 0.5)
dilute_middle = 0.5 / Y
# Tolerances are several statistical standard errors.
assert abs(top_mean - 1 / Y) < 0.006
assert abs(range_mean - finite_middle) < 0.005
assert abs(range_mean - dilute_middle) > 0.005

print(f"Target density N: {N:.1f} nm^-3")
print(f"Sputter yield Y: {Y} atoms per ion")
print(f"Range R: {R:.1f} nm")
print(f"Straggle s: {s:.1f} nm")
print(f"Range over straggle: {R / s:.1f}")
print(f"Ion flux J: {J:.2f} nm^-2 s^-1")
print(f"Recession speed v: {v:.4f} nm/s")
for t, c in zip(times, surface):
    print(f"t = {t:.0f} s: recession {v*t:.0f} nm, "
          f"surface density {c:.5f} nm^-3")
print(f"Gaussian fraction inside target eta: {eta:.8f}")
print(f"Ceiling N/Y: {ceiling:.3f} nm^-3")
print(f"Ceiling N/Y converted: {ceiling*PER_NM3_TO_PER_CM3:.3e} cm^-3")
print(f"Late surface density over N: {surface[-1]/N:.7f}")
print(f"Late surface density, doubled flux: {double_flux:.5f} nm^-3")
print(f"Late surface density, doubled yield: {double_yield:.5f} nm^-3")
print(f"Late surface density, skewed profile: {skewed_limit:.5f} nm^-3")
print(f"Limit over N/Y when R = s: {shallow_limit/ceiling:.5f}")
for percent, t in ((50, t50), (99, t99)):
    print(f"{percent} percent level: time {t:.1f} s, recession {v*t:.2f} nm")
    print(f"{percent} percent level: fluence {J*t:.2f} nm^-2 = "
          f"{J*t*PER_NM2_TO_PER_CM2:.3e} cm^-2")
print(f"Balance at {t_balance:.0f} s: entered {entered:.3f} nm^-2")
print(f"Balance: retained {retained:.3f} nm^-2, lost {lost:.3f} nm^-2")
print(f"Saturated retained dose: {saturated:.3f} nm^-2")
print(f"Saturated retained dose converted: "
      f"{saturated*PER_NM2_TO_PER_CM2:.3e} cm^-2")
print(f"Simulated ions: {ions}")
print(f"Simulated surface dopant fraction: {top_mean:.4f} "
      f"+/- {top_error:.4f}")
print(f"Simulated dopant fraction at x = R: {range_mean:.4f} "
      f"+/- {range_error:.4f}")
print(f"Finite-concentration formula at x = R: {finite_middle:.4f}")
print(f"Dilute formula at x = R: {dilute_middle:.4f}")
print("tests ok")
```

Printed output:

```
Target density N: 50.0 nm^-3
Sputter yield Y: 5 atoms per ion
Range R: 40.0 nm
Straggle s: 8.0 nm
Range over straggle: 5.0
Ion flux J: 0.10 nm^-2 s^-1
Recession speed v: 0.0100 nm/s
t = 1000 s: recession 10 nm, surface density 0.00088 nm^-3
t = 2000 s: recession 20 nm, surface density 0.06209 nm^-3
t = 3000 s: recession 30 nm, surface density 1.05649 nm^-3
t = 4000 s: recession 40 nm, surface density 5.00000 nm^-3
t = 5000 s: recession 50 nm, surface density 8.94350 nm^-3
t = 6000 s: recession 60 nm, surface density 9.93790 nm^-3
t = 8000 s: recession 80 nm, surface density 9.99999 nm^-3
t = 12000 s: recession 120 nm, surface density 10.00000 nm^-3
Gaussian fraction inside target eta: 0.99999971
Ceiling N/Y: 10.000 nm^-3
Ceiling N/Y converted: 1.000e+22 cm^-3
Late surface density over N: 0.1999999
Late surface density, doubled flux: 10.00000 nm^-3
Late surface density, doubled yield: 5.00000 nm^-3
Late surface density, skewed profile: 10.00000 nm^-3
Limit over N/Y when R = s: 0.84134
50 percent level: time 4000.0 s, recession 40.00 nm
50 percent level: fluence 400.00 nm^-2 = 4.000e+16 cm^-2
99 percent level: time 5861.1 s, recession 58.61 nm
99 percent level: fluence 586.11 nm^-2 = 5.861e+16 cm^-2
Balance at 6000 s: entered 600.000 nm^-2
Balance: retained 399.840 nm^-2, lost 200.160 nm^-2
Saturated retained dose: 400.000 nm^-2
Saturated retained dose converted: 4.000e+16 cm^-2
Simulated ions: 200000
Simulated surface dopant fraction: 0.2000 +/- 0.0013
Simulated dopant fraction at x = R: 0.1118 +/- 0.0010
Finite-concentration formula at x = R: 0.1111
Dilute formula at x = R: 0.1000
tests ok
```
